**PBE gradient cancellation and the density response of the uniform gas**

With $\mu=\beta\pi^2/3$, the second-order gradient terms of PBE exchange and correlation cancel, so the unpolarized uniform gas has the LDA density response; $\mu$ and $\beta$ are the exchange and correlation gradient coefficients. The program obtains the xc kernel $f(q)$ at wavevector $q$ from the energies of weak density waves and asserts that the exchange and correlation shifts agree with the derived formulas. In twelve combinations of density and wavevector, the PBE and LDA kernels differ by at most $1.9\times10^{-7}$ relative to the LDA kernel. It also asserts the Lindhard function against a radial quadrature, the cancellation at a constant spin polarization of 0.6, and the exchange shift that remains in the spin kernel. The fourth-order remainder is compared with energies extrapolated to small gradients, and its sign change is found at a Wigner-Seitz radius of 5.92 bohr. For a radius of 2 bohr, the output shows equal LDA and PBE responses to the printed digits. Replacing $\mu$ by $10/81$ with unchanged PBE correlation alters the response by $-1.7\%$ at $q=k_F$ and $-5.1\%$ at $q=1.5k_F$, where $k_F$ is the Fermi wavevector.

## Numerical check

```python
"""
Result under test: with mu = beta*pi^2/3 the second-order gradient terms of
PBE exchange and PBE correlation cancel, so the static xc kernel and the
density response of the unpolarized uniform gas are those of the LDA at all q.
Hartree atomic units.  n: density, kF: Fermi wavevector, rs: Wigner-Seitz radius,
s = |grad n|/(2 kF n), t = |grad n|/(2 phi ks n), ks^2 = 4 kF/pi,
beta, gamma: PBE correlation parameters, mu, kappa: PBE exchange parameters,
C_x, C_c: coefficients of |grad n|^2 in the energy density,
f(q): xc kernel, chi(q): density response, chi0(q): Lindhard function.
Library functionals (libxc) supply the energies; the formulas are tested on them.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf.dft import libxc

pi = np.pi
beta = 0.066725
mu = beta * pi**2 / 3
kappa = 0.804
gamma = (1 - np.log(2)) / pi**2

X_PBE, C_PBE = "GGA_X_PBE,", ",GGA_C_PBE"
X_LDA, C_LDA = "LDA_X,", ",LDA_C_PW_MOD"
X_SOL = "GGA_X_PBE_SOL,"          # same form as PBE exchange, mu = 10/81


def density(rs):
    return 3 / (4 * pi * rs**3)


def fermi(n):
    return (3 * pi**2 * n) ** (1 / 3)


def energy_density(code, up, dn, grad_up, grad_dn):
    """xc energy per volume for spin densities with gradients along x."""
    up, dn, grad_up, grad_dn = [np.atleast_1d(np.asarray(v, float))
                                for v in (up, dn, grad_up, grad_dn)]
    if "LDA" in code:
        rho = np.array([up, dn])
    else:
        zero = np.zeros_like(up)
        rho = np.array([[up, grad_up, zero, zero], [dn, grad_dn, zero, zero]])
    exc = libxc.eval_xc(code, rho, spin=1, deriv=1)[0]
    return np.asarray(exc).ravel() * (up + dn)


def kernel(code, n0, q, spin_wave=False, amp=0.01):
    """Second derivative of the energy of a weak wave, extrapolated to zero."""
    phase = 2 * pi * np.arange(64) / 64
    sign = -1 if spin_wave else 1

    def mean_energy(a):
        wave, slope = a * np.cos(phase), -a * q * np.sin(phase)
        return np.mean(energy_density(code, n0/2 * (1 + wave),
                                      n0/2 * (1 + sign * wave),
                                      n0/2 * slope, sign * n0/2 * slope))

    def estimate(a):
        return 4 * (mean_energy(a) - mean_energy(0.0)) / (n0 * a)**2
    return (4 * estimate(amp / 2) - estimate(amp)) / 3


def gradient_coefficient(gga, lda, n, zeta=0.0):
    """Coefficient of |grad n|^2 at constant polarization, from energies."""
    up, dn = n * (1 + zeta) / 2, n * (1 - zeta) / 2

    def estimate(s):
        g = 2 * fermi(n) * n * s
        args = (up, dn, g * (1 + zeta) / 2, g * (1 - zeta) / 2)
        return (energy_density(gga, *args) - energy_density(lda, *args))[0] / g**2
    return (4 * estimate(0.01) - estimate(0.02)) / 3


def coefficient_x(n):
    return -3 * mu / (16 * pi * fermi(n) * n)


def coefficient_c(n):
    return pi * beta / (16 * fermi(n) * n)


def lindhard(q, kF):
    x = q / (2 * kF)
    return -kF / pi**2 * (0.5 + (1 - x*x) / (4*x) * np.log(abs((1+x) / (1-x))))


def response(q, kF, f):
    chi0 = lindhard(q, kF)
    return chi0 / (1 - (4 * pi / q**2 + f) * chi0)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Kernels from weak waves against the formulas, several densities and q
worst = 0.0
for rs in (0.5, 2.0, 6.0):
    n = density(rs)
    kF = fermi(n)
    for ratio in (0.5, 1.0, 2.0, 3.0):
        q = ratio * kF
        fx_lda, fc_lda = kernel(X_LDA, n, q), kernel(C_LDA, n, q)
        fx_pbe, fc_pbe = kernel(X_PBE, n, q), kernel(C_PBE, n, q)
        # 2e-4 covers the rounding of beta and the finite wave amplitude
        assert close(fx_pbe - fx_lda, 2 * coefficient_x(n) * q**2, 2e-4)
        assert close(fc_pbe - fc_lda, 2 * coefficient_c(n) * q**2, 2e-4)
        assert close(fx_lda, -pi / kF**2, 1e-5)
        f_lda, f_pbe = fx_lda + fc_lda, fx_pbe + fc_pbe
        worst = max(worst, abs(f_pbe / f_lda - 1))
assert worst < 1e-5

# The LDA kernel is the second density derivative of the LDA energy density
rs = 2.0
n = density(rs)
kF = fermi(n)


def lda_energy(density_value):
    half = density_value / 2
    return sum(energy_density(c, half, half, 0, 0)[0] for c in (X_LDA, C_LDA))


h = 0.005 * n
second = (-lda_energy(n + 2*h) + 16*lda_energy(n + h) - 30*lda_energy(n)
          + 16*lda_energy(n - h) - lda_energy(n - 2*h)) / (12 * h**2)
assert close(kernel(X_LDA, n, kF) + kernel(C_LDA, n, kF), second, 1e-5)

# Parameters extracted from the library energies
cx_num = gradient_coefficient(X_PBE, X_LDA, n)
cc_num = gradient_coefficient(C_PBE, C_LDA, n)
mu_num = -cx_num * 16 * pi * kF * n / 3
beta_num = cc_num * 16 * kF * n / pi
assert close(mu_num / beta_num, pi**2 / 3, 1e-5)
assert close(beta_num, beta, 5e-5)

# Constant polarization: both coefficients scale with phi
zeta = 0.6
phi = ((1 + zeta)**(2/3) + (1 - zeta)**(2/3)) / 2
cx_pol = gradient_coefficient(X_PBE, X_LDA, n, zeta)
cc_pol = gradient_coefficient(C_PBE, C_LDA, n, zeta)
assert close(cx_pol, phi * coefficient_x(n), 2e-4)
assert close(cc_pol, phi * coefficient_c(n), 2e-4)

# Spin wave: only the exchange shift survives
spin_lda = kernel(X_LDA, n, kF, True) + kernel(C_LDA, n, kF, True)
spin_pbe = kernel(X_PBE, n, kF, True) + kernel(C_PBE, n, kF, True)
assert close(spin_pbe - spin_lda, 2 * coefficient_x(n) * kF**2, 5e-4)

# Lindhard function against its radial integral over the Fermi sphere
for q in (kF, 1.5 * kF, 2.6 * kF):
    def integrand(k, q=q):
        return k * np.log(abs((q + 2*k) / (q - 2*k)))
    edges = [0, q/2, kF] if q < 2 * kF else [0, kF]
    total = sum(quad(integrand, a, b, limit=200)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    assert close(-total / (pi**2 * q), lindhard(q, kF), 1e-6)


# Fourth-order remainder per electron, divided by s^4
def quartic_numeric(rs_value):
    nv = density(rs_value)

    def estimate(s):
        g = 2 * fermi(nv) * nv * s
        args = (nv/2, nv/2, g/2, g/2)
        diff = sum(energy_density(c, *args)[0] for c in (X_PBE, C_PBE))
        diff -= sum(energy_density(c, *args)[0] for c in (X_LDA, C_LDA))
        return diff / nv / s**4
    return (4 * estimate(0.05) - estimate(0.1)) / 3


def quartic_formula(rs_value):
    k = fermi(density(rs_value))
    return 3*k / (4*pi) * mu**2 * (1/kappa - 3*k / (8*pi*gamma))


for r in (1.0, 2.0, 10.0):
    assert close(quartic_numeric(r), quartic_formula(r), 1e-2)
rs_zero_num = brentq(quartic_numeric, 4.0, 9.0)
kF_zero = 8 * pi * gamma / (3 * kappa)
rs_zero = (9 * pi / 4)**(1/3) / kF_zero
assert close(rs_zero_num, rs_zero, 1e-2)

print("Atomic units: energy hartree (Ha), length bohr")
print(f"beta (input)                         {beta:.6f}")
print(f"mu = beta pi^2/3                     {mu:.6f}")
print(f"beta extracted from library          {beta_num:.6f}")
print(f"mu extracted from library            {mu_num:.6f}")
print(f"10/81                                {10/81:.6f}")
print(f"kappa (input)                        {kappa:.3f}")
print(f"gamma = (1-ln 2)/pi^2                {gamma:.6f}")
print(f"C_c n^(4/3), Ha bohr                 {coefficient_c(n)*n**(4/3):.6f}")
print(f"C_x n^(4/3), Ha bohr                 {coefficient_x(n)*n**(4/3):.6f}")
print(f"largest |f_PBE/f_LDA - 1|, 12 cases   {worst:.1e}")
print(f"Example: rs                          {rs:.1f} bohr")
print(f"n                                    {n:.6f} bohr^-3")
print(f"kF                                   {kF:.6f} bohr^-1")
v_ext = 0.01
print(f"external potential amplitude         {v_ext:.2f} Ha")
for ratio in (1.0, 1.5):
    q = ratio * kF
    fx_lda, fc_lda = kernel(X_LDA, n, q), kernel(C_LDA, n, q)
    fx_pbe, fc_pbe = kernel(X_PBE, n, q), kernel(C_PBE, n, q)
    f_lda, f_pbe = fx_lda + fc_lda, fx_pbe + fc_pbe
    f_mix = kernel(X_SOL, n, q) + fc_pbe
    shift_mix = 2 * q**2 * (coefficient_c(n) + coefficient_x(n) * (10/81) / mu)
    assert close(f_mix - f_lda, shift_mix, 1e-3)
    chi_lda, chi_pbe, chi_mix = [response(q, kF, f) for f in (f_lda, f_pbe, f_mix)]
    assert close(chi_pbe, chi_lda, 1e-5)
    assert abs(chi_mix / chi_lda - 1) > 1e-3
    print(f"q = {ratio:.1f} kF                           {q:.6f} bohr^-1")
    print(f"  4 pi/q^2                           {4*pi/q**2:.4f} Ha bohr^3")
    print(f"  LDA kernel: x, c                   {fx_lda:.4f}, {fc_lda:.4f} Ha bohr^3")
    print(f"  PBE shifts: x, c                   {fx_pbe-fx_lda:.4f}, "
          f"{fc_pbe-fc_lda:.4f} Ha bohr^3")
    print(f"  f LDA, PBE, mu=10/81               {f_lda:.4f}, {f_pbe:.4f}, "
          f"{f_mix:.4f} Ha bohr^3")
    print(f"  chi0                               {lindhard(q, kF):.6f} Ha^-1 bohr^-3")
    print(f"  chi LDA, PBE, mu=10/81             {chi_lda:.6f}, {chi_pbe:.6f}, "
          f"{chi_mix:.6f} Ha^-1 bohr^-3")
    print(f"  chi change for mu=10/81            {100*(chi_mix/chi_lda-1):.2f} %")
    print(f"  |dn|/n LDA, PBE, mu=10/81          {100*abs(chi_lda)*v_ext/n:.3f}, "
          f"{100*abs(chi_pbe)*v_ext/n:.3f}, {100*abs(chi_mix)*v_ext/n:.3f} %")
print(f"spin kernel at kF: LSDA, PBE         {spin_lda:.4f}, {spin_pbe:.4f} Ha bohr^3")
print(f"zeta, phi                            {zeta:.1f}, {phi:.6f}")
print(f"C_x, C_c at this zeta                {cx_pol:.5f}, {cc_pol:.5f} Ha bohr^5")
print(f"s^4 remainder at rs=2: num, formula  {quartic_numeric(2.0):.5f}, "
      f"{quartic_formula(2.0):.5f} Ha")
print(f"s^4 sign change: kF                  {kF_zero:.4f} bohr^-1")
print(f"s^4 sign change: rs num, formula     {rs_zero_num:.3f}, {rs_zero:.3f} bohr")
print("PASS")
```

Printed output:

```
Atomic units: energy hartree (Ha), length bohr
beta (input)                         0.066725
mu = beta pi^2/3                     0.219516
beta extracted from library          0.066725
mu extracted from library            0.219515
10/81                                0.123457
kappa (input)                        0.804
gamma = (1-ln 2)/pi^2                0.031091
C_c n^(4/3), Ha bohr                 0.004235
C_x n^(4/3), Ha bohr                 -0.004235
largest |f_PBE/f_LDA - 1|, 12 cases   1.9e-07
Example: rs                          2.0 bohr
n                                    0.029842 bohr^-3
kF                                   0.959579 bohr^-1
external potential amplitude         0.01 Ha
q = 1.0 kF                           0.959579 bohr^-1
  4 pi/q^2                           13.6473 Ha bohr^3
  LDA kernel: x, c                   -3.4118, -0.2421 Ha bohr^3
  PBE shifts: x, c                   -0.8426, 0.8426 Ha bohr^3
  f LDA, PBE, mu=10/81               -3.6539, -3.6539, -3.2852 Ha bohr^3
  chi0                               -0.088668 Ha^-1 bohr^-3
  chi LDA, PBE, mu=10/81             -0.047011, -0.047011, -0.046210 Ha^-1 bohr^-3
  chi change for mu=10/81            -1.70 %
  |dn|/n LDA, PBE, mu=10/81          1.575, 1.575, 1.549 %
q = 1.5 kF                           1.439369 bohr^-1
  4 pi/q^2                           6.0655 Ha bohr^3
  LDA kernel: x, c                   -3.4118, -0.2421 Ha bohr^3
  PBE shifts: x, c                   -1.8958, 1.8958 Ha bohr^3
  f LDA, PBE, mu=10/81               -3.6539, -3.6539, -2.8243 Ha bohr^3
  chi0                               -0.076203 Ha^-1 bohr^-3
  chi LDA, PBE, mu=10/81             -0.064373, -0.064373, -0.061110 Ha^-1 bohr^-3
  chi change for mu=10/81            -5.07 %
  |dn|/n LDA, PBE, mu=10/81          2.157, 2.157, 2.048 %
spin kernel at kF: LSDA, PBE         -2.3703, -3.2129 Ha bohr^3
zeta, phi                            0.6, 0.955432
C_x, C_c at this zeta                -0.43713, 0.43713 Ha bohr^5
s^4 remainder at rs=2: num, formula  -0.02694, -0.02694 Ha
s^4 sign change: kF                  0.3240 bohr^-1
s^4 sign change: rs num, formula     5.924, 5.924 bohr
PASS
```
